\section*{Passive Proton Couplings in the Indirect Dimension of HMQC and HSQC}

\section{A signal that disappears}

Take a proton $I$ bonded to a heteronucleus $S$ with $J_{IS}=140$ Hz, and let a neighbouring proton $K$ couple to $I$ with $J_{IK}=8$ Hz. The indirect dimension of a correlation spectrum is meant to report the shift of $S$. In an HMQC experiment, however, the in-phase signal falls to zero near $t_1=55$ ms and then returns with opposite sign, although relaxation has been left out. In the spectrum this appears as a splitting or a broadening along the $S$ axis. Someone unaware of its origin could take it for two $S$ sites, or for fast relaxation. HSQC on the same spins keeps 98\% of its amplitude throughout.

The coupling to $K$ is called passive because it takes no part in the transfer between $I$ and $S$. The aim is to find where it acts in each sequence, and under which conditions HSQC is free of it.

\section{Conventions}

Couplings $J$ and frequencies $\nu$ are in Hz, $\Omega=2\pi\nu$, and times are in seconds or milliseconds. In the rotating frame, for weak proton--proton coupling,
\begin{equation}
H=\sum_n\Omega_n n_z+2\pi J_{IS}I_zS_z+2\pi J_{IK}I_zK_z .
\end{equation}
$K$ is not coupled to $S$. Pulses are ideal and relaxation is omitted. A pulse of angle $\theta$ and phase $x$ is $e^{-i\theta I_x}$, so $90^\circ_x$ takes $I_z\to-I_y$ and $I_y\to I_z$, while $90^\circ_y$ takes $I_z\to I_x$ and $I_x\to-I_z$. Free precession takes $S_y\to S_y\cos\Omega_St-S_x\sin\Omega_St$.

For the coupling, put $C=2I_zS_z$ and $\varphi=\pi Jt$. The density operator obeys $d\rho/d\varphi=-i[C,\rho]$. Since $[C,I_y]=-2iI_xS_z$ and, with $S_z^2=\tfrac14$, $[C,2I_xS_z]=iI_y$, the two operators rotate into each other. The same holds for $I_x$ and $2I_yS_z$:
\begin{align}
I_y&\to I_y\cos\varphi-2I_xS_z\sin\varphi, & 2I_xS_z&\to 2I_xS_z\cos\varphi+I_y\sin\varphi,\nonumber\\
I_x&\to I_x\cos\varphi+2I_yS_z\sin\varphi, & 2I_yS_z&\to 2I_yS_z\cos\varphi-I_x\sin\varphi. \label{rules}
\end{align}
Replacing $S$ by $K$ gives the rules for $J_{IK}$. The transfer delay is $\Delta=1/(2J_{IS})$, for which $\pi J_{IS}\Delta=\pi/2$.

The initial state is proton polarization. The first $90^\circ$ pulse on $S$ is applied with phases $x$ and $-x$, and half the difference of the two results is kept. This removes every term that contains no $S$ operator at that pulse. Magnetization that starts on $K$ is of this kind, because $K$ has no coupling to $S$.

\section{Simplest case: no passive proton}

\subsection{HMQC}

The sequence is $90^\circ_x(H)$, $\Delta$, $90^\circ_x(S)$, $t_1/2$, $180^\circ_x(H)$, $t_1/2$, $90^\circ_x(S)$, $\Delta$, detection. The proton shift acts for $\Delta+t_1/2$ on each side of the $180^\circ$ pulse. It commutes with the $S$ pulses and with all couplings, so its factors can be gathered next to the $180^\circ$ pulse, where they cancel. During $t_1$ the coupling $J_{IS}$ does nothing: in $I_xS_y\,I_zS_z$, reversing the order gives one minus sign from $I$ and one from $S$, so the operators commute. What remains is
\begin{align}
I_z&\to-I_y\to 2I_xS_z\to-2I_xS_y\nonumber\\
&\to-2I_x(S_y\cos\Omega_St_1-S_x\sin\Omega_St_1).
\end{align}
The last $S$ pulse turns $S_y$ into $S_z$ and leaves $S_x$ alone. The $I_xS_x$ term stays multiple-quantum and is not observed. The other becomes $-2I_xS_z\cos\Omega_St_1$, and the final $\Delta$ gives
\begin{equation}
\rho=-I_y\cos\Omega_St_1 . \label{pair}
\end{equation}
If the last $S$ pulse has phase $y$, then $S_x\to-S_z$, and $\sin\Omega_St_1$ replaces the cosine. The two data sets together fix the sign of the $S$ frequency.

\subsection{HSQC}

Here the sequence is $90^\circ_x(H)$, echo, $90^\circ_y(H)90^\circ_x(S)$, $t_1/2$, $180^\circ_x(H)$, $t_1/2$, $90^\circ_y(H)90^\circ_x(S)$, echo, detection. Each echo is $\Delta/2$, $180^\circ_x(H,S)$, $\Delta/2$. Shifts cancel in an echo, but a product such as $I_zS_z$ is unchanged when both spins are inverted. An echo is therefore a $180^\circ_x$ pulse on all spins followed by coupling evolution for $\Delta$:
\begin{equation}
-I_y\to I_y\to-2I_xS_z\to 2I_zS_z\to-2I_zS_y .
\end{equation}
During $t_1$ the proton $180^\circ$ pulse cancels $J_{IS}$ and reverses $I_z$, leaving $2I_z(S_y\cos\Omega_St_1-S_x\sin\Omega_St_1)$. The pulse pair makes the observable part $2I_xS_z\cos\Omega_St_1$. The inversion in the last echo changes its sign, and the coupling converts it to $-I_y\cos\Omega_St_1$.

This is Eq.~\eqref{pair} again. For an isolated pair the two experiments agree, so within this model, with ideal pulses and no relaxation, any difference must come from further protons. The states during $t_1$ already differ: $I$ is transverse in HMQC ($2I_xS_y$) and longitudinal in HSQC ($2I_zS_y$).

\section{One passive proton}

\subsection{HMQC}

The coupling propagator $V(t)=e^{-i2\pi J_{IK}t\,I_zK_z}$ commutes with shifts, with $J_{IS}$ and with $S$ pulses. It also commutes with the proton $180^\circ$ pulse, which reverses both $I_z$ and $K_z$ and leaves their product unchanged. All the factors $V$ can thus be moved to the end of the sequence, where they add up to $V(T)$ with $T=\Delta+t_1+\Delta$. Acting on Eq.~\eqref{pair} with rule \eqref{rules},
\begin{equation}
\rho=\cos\Omega_St_1\left[-I_y\cos\pi J_{IK}T+2I_xK_z\sin\pi J_{IK}T\right],\quad T=t_1+2\Delta. \label{main}
\end{equation}
For $J_{IK}\to0$ this returns to Eq.~\eqref{pair}.

The explanation can be put to a test. If the $180^\circ$ pulse inverts $I$ but not $K$, then $I_zK_z$ changes sign half-way. The two periods of length $\Delta+t_1/2$ cancel, and the modulation should vanish. Simulation of the whole sequence confirms this: the amplitude is then 1 for all sampled $t_1$.

\subsection{HSQC}

Write $c=\cos\pi J_{IK}\Delta$ and $s=\sin\pi J_{IK}\Delta$. After the inversion in the first echo the state is $I_y$. Applying $J_{IK}$ and then $J_{IS}$ gives
\begin{equation}
I_y\to I_yc-2I_xK_zs\to-2I_xS_zc-4I_yK_zS_zs .
\end{equation}
The proton $90^\circ_y$ pulse acts on $K$ too, so $K_z\to K_x$. With the $S$ pulse,
\begin{equation}
\to 2I_zS_zc-4I_yK_xS_zs\to-2I_zS_yc+4I_yK_xS_ys . \label{start}
\end{equation}
The first term is the intended one and commutes with $I_zK_z$. The second has transverse protons, yet it also commutes with $I_zK_z$, since exchanging the order gives one minus sign from $I$ and one from $K$. Neither term can evolve under $J_{IK}$ during $t_1$.

The proton $180^\circ$ pulse reverses both terms and refocuses the proton shifts. The next pulse pair takes $I_z\to I_x$, $K_x\to-K_z$ and $S_y\to S_z$. Omitting the common factor $\cos\Omega_St_1$, the remaining steps are
\begin{align}
&2I_xS_zc+4I_yK_zS_zs &&\text{after the pulse pair}\nonumber\\
\to{}&-2I_xS_zc-4I_yK_zS_zs &&\text{echo inversion}\nonumber\\
\to{}&-I_yc+2I_xK_zs &&\text{evolution under }J_{IS}\nonumber\\
\to{}&-I_y(c^2-s^2)+2I_xK_z(2sc) &&\text{evolution under }J_{IK}.
\end{align}
By the double-angle formulas this is Eq.~\eqref{main} with $T=2\Delta$. The two experiments differ only in whether $t_1$ belongs to $T$. At $t_1=0$ they coincide, as they should.

\subsection{Reading the numbers}

For $J_{IS}=140$ Hz, $2\Delta=1/J_{IS}=7.143$ ms. The HSQC amplitude is $\cos(\pi\times8\times0.007143)=0.984$ at every $t_1$. At $t_1=40$ ms the HMQC amplitude is $\cos(\pi\times8\times0.047143)=0.376$. It first vanishes when $\pi J_{IK}T=\pi/2$:
\begin{equation}
t_1=\frac{1}{2J_{IK}}-2\Delta=62.500-7.143=55.357\ \text{ms}.
\end{equation}
At 80 ms it is $-0.5805$. The in-phase signal has not decayed; it has been exchanged with the antiphase term $2I_xK_z$.

\section{Where the lines appear}

$S$ is decoupled during detection, while $J_{IK}$ continues to act, so $T$ grows to $T+t_2$. The shift turns $-I_y$ into $-I_y\cos\Omega_It_2+I_x\sin\Omega_It_2$. Detection of $I_x+iI_y$ gives $\sin\Omega_It_2-i\cos\Omega_It_2=-ie^{i\Omega_It_2}$. After the constant phase $-i$ is removed, the cosine and sine data sets combine to
\begin{equation}
s_\pm=e^{\pm i\Omega_St_1}e^{i\Omega_It_2}\cos\left[\pi J_{IK}(t_1+t_2+2\Delta)\right] \label{fid}
\end{equation}
for HMQC. Writing the cosine as half the sum of $e^{i\theta}$ and $e^{-i\theta}$ shows that $s_+$ contains two lines, at offsets $(+J_{IK}/2,+J_{IK}/2)$ and $(-J_{IK}/2,-J_{IK}/2)$ in $(F_1,F_2)$. In $s_-$ the $S$ frequency is reversed. Turning the $F_1$ axis round to correct this moves the lines to the other diagonal.

In HSQC the cosine is $\cos[\pi J_{IK}(t_2+2\Delta)]$, which contains no $t_1$. Both lines then have $F_1$ offset zero. Fourier sums over simulated data give these patterns: heights of 0.5 at the two predicted positions and zero at the others examined. For HMQC the offsets are $\pm4$ Hz in both dimensions.

A phase-sensitive HMQC spectrum uses $s_+$ and $s_-$ together and so has lines at all four positions. Apart from the small constant phase $2\pi J_{IK}\Delta$, the modulation is
\begin{equation}
\cos\pi J_{IK}t_1\cos\pi J_{IK}t_2-\sin\pi J_{IK}t_1\sin\pi J_{IK}t_2 .
\end{equation}
The first product gives absorption in both dimensions. A sine is a difference of exponentials divided by $2i$, and this factor turns absorption into dispersion, so the second product is dispersive in both. The lines therefore have mixed phase, and no constant phase correction removes it.

\section{Two passive protons}

Add a proton $L$ with $J_{IL}=5$ Hz and $J_{KL}=12$ Hz, again uncoupled to $S$. In HMQC the argument with $V$ applies to each coupling, and $J_{KL}$ commutes with $I_y$ and with $K_z$ and $L_z$. The in-phase amplitude is
\begin{equation}
A_{\mathrm{HMQC}}=\cos(\pi J_{IK}T)\cos(\pi J_{IL}T),\qquad T=t_1+2\Delta .
\end{equation}

HSQC needs more care, because the second term of Eq.~\eqref{start} now has a coupling partner outside itself. Label $c$ and $s$ by $K$ and $L$. During the first echo, the factor $I_x$ in $-2I_xS_z$ becomes
\begin{equation}
I_xc_Kc_L+2I_yK_zs_Kc_L+2I_yL_zc_Ks_L-4I_xK_zL_zs_Ks_L . \label{four}
\end{equation}
The $90^\circ_y$ pulse changes the four proton operators into multiples of $I_z$, $I_yK_x$, $I_yL_x$ and $I_zK_xL_x$. During $t_1$ they behave as follows.

\begin{itemize}
\item $I_z$ commutes with all the couplings and keeps the factor 1.
\item $I_yK_x$ commutes with $I_zK_z$, but $L$ acts on both its spins. The part that survives unchanged has the factor $\cos\pi J_{IL}t_1\cos\pi J_{KL}t_1$.
\item $I_yL_x$ likewise keeps $\cos\pi J_{IK}t_1\cos\pi J_{KL}t_1$.
\item $I_zK_xL_x$ commutes with $K_zL_z$ and keeps $\cos\pi J_{IK}t_1\cos\pi J_{IL}t_1$.
\end{itemize}
The newly created operators do not reach the signal of $I$. For example, $I_yK_x$ also yields $I_xK_y$, $I_xK_xL_z$ and $I_yK_yL_z$. The next $90^\circ_y$ pulse makes them multiples of $I_zK_y$, $I_zK_zL_x$ and $I_yK_yL_x$. In none of these is $I$ the sole transverse proton, and weak coupling cannot change which spins are transverse. The same holds for the products of the other terms.

The pulses $90^\circ_y$, $180^\circ_x$, $90^\circ_y$ together take $I_x\to I_x$, $I_y\to-I_y$ and $K_z\to-K_z$, so each surviving term in Eq.~\eqref{four} returns to its earlier form. In the last echo, rule \eqref{rules} converts $2I_yK_z$ to $-I_xs_Kc_L$, $2I_yL_z$ to $-I_xc_Ks_L$, and $4I_xK_zL_z$ to $-I_xs_Ks_L$, besides terms that are not in phase. Multiplying by the coefficients in Eq.~\eqref{four},
\begin{align}
A_{\mathrm{HSQC}}={}&c_K^2c_L^2-s_K^2c_L^2\cos\pi J_{IL}t_1\cos\pi J_{KL}t_1\nonumber\\
&-c_K^2s_L^2\cos\pi J_{IK}t_1\cos\pi J_{KL}t_1\nonumber\\
&+s_K^2s_L^2\cos\pi J_{IK}t_1\cos\pi J_{IL}t_1 . \label{leak}
\end{align}
If $J_{IL}=J_{KL}=0$, then $c_L=1$ and $s_L=0$, and the result is $c_K^2-s_K^2$, the earlier one. At $t_1=0$ the expression factorizes into $(c_K^2-s_K^2)(c_L^2-s_L^2)$, equal to the HMQC amplitude there.

HSQC is thus not strictly free of passive modulation. Its intended pathway $2I_zS_y$ is, but a leakage of order $s^2$ is modulated. Here $s_K=0.0896$ and $s_L=0.0561$, so $s_K^2=0.0080$ and $s_L^2=0.0031$. Between 0 and 100 ms the HSQC amplitude varies by 0.014, and the HMQC amplitude by 1.11. The leakage enters with a negative sign at $t_1=0$, where the HSQC amplitude is 0.978. At 60 ms $\cos\pi J_{KL}t_1$ is negative, the two leading leakage terms add to the signal, and the amplitude is 0.992.

An ideal purge between the proton $90^\circ_y$ pulse and the $S$ pulse deletes all transverse proton terms. Only $I_z$ passes, and the amplitude becomes $c_K^2c_L^2=0.989$, independent of $t_1$. The simulation confirms both the constant value and Eq.~\eqref{leak}. A field gradient is not an ideal purge in this sense. It leaves the zero-quantum parts of $I_yK_x$, $I_yL_x$ and $I_zK_xL_x$, so part of the modulation remains: about half of it (a range of 0.007) for a very short gradient, and for longer ones an amount that depends on the duration and the proton shifts.

\section{When weak coupling fails}

The protection of $2I_zS_y$ rests on $I_z$ being conserved. The full coupling to $K$ also contains $2\pi J(I_xK_x+I_yK_y)$, with $J=J_{IK}$, which exchanges the states $\alpha\beta$ and $\beta\alpha$ of $I$ and $K$. Consider the $t_1$ period of HSQC alone, with one passive proton and initial operator $2I_zS^+$, where $S^+=S_x+iS_y$.

$S^+$ connects $S$ in state $\alpha$ with $S$ in state $\beta$. The left side of the density operator evolves with $I$ shifted by $+J_{IS}/2$, the right side with $-J_{IS}/2$. The relevant frequency differences are
\begin{equation}
\delta_\pm=\nu_I-\nu_K\pm J_{IS}/2 .
\end{equation}
In the space of $\alpha\beta$ and $\beta\alpha$, with Pauli matrices $\sigma$, each side has the Hamiltonian $\pi(\delta\sigma_z+J\sigma_x)$ plus a constant that cancels between the sides. Let $D=\sqrt{\delta^2+J^2}$ and $a=\pi Dt_1/2$. The $180^\circ$ pulse exchanges the two states and so reverses $\delta$. The two halves of $t_1$ are rotations about $\mathbf n_1=(J,0,\delta)/D$ and $\mathbf n_2=(J,0,-\delta)/D$:
\begin{equation}
U=(\cos a-i\sin a\,\mathbf n_2\!\cdot\!\boldsymbol\sigma)(\cos a-i\sin a\,\mathbf n_1\!\cdot\!\boldsymbol\sigma)=d-i\,\mathbf e\cdot\boldsymbol\sigma .
\end{equation}
Using $(\mathbf n_2\cdot\boldsymbol\sigma)(\mathbf n_1\cdot\boldsymbol\sigma)=\mathbf n_2\cdot\mathbf n_1+i(\mathbf n_2\times\mathbf n_1)\cdot\boldsymbol\sigma$,
\begin{align}
d&=\cos^2a-\frac{J^2-\delta^2}{D^2}\sin^2a=1-\frac{2J^2}{D^2}\sin^2a,\\
\mathbf e&=\left(\frac{J}{D}\sin2a,\;-\frac{2\delta J}{D^2}\sin^2a,\;0\right).
\end{align}
The surviving fraction is $f=\mathrm{Tr}(I_zU_+I_zU_-^\dagger)/\mathrm{Tr}(I_z^2)$, apart from the $S$ precession and the sign change by the $180^\circ$ pulse. Over the four states of $I$ and $K$, $\mathrm{Tr}(I_z^2)=1$. The states $\alpha\alpha$ and $\beta\beta$ contribute $\tfrac12$. In the other two $I_z=\sigma_z/2$, and $\sigma_zU_+\sigma_z=d_++i\mathbf e_+\cdot\boldsymbol\sigma$, because $\mathbf e$ has no $z$ component. The trace gives
\begin{equation}
f=\tfrac12\left[1+d_+d_--\mathbf e_+\cdot\mathbf e_-\right]. \label{strong}
\end{equation}

For $|\delta_\pm|\gg J$, $d_\pm\to1$ and $\mathbf e_\pm\to0$, so $f\to1$ and the weak-coupling result is recovered. With $\nu_I-\nu_K=900$ Hz the simulated fraction stays above 0.999 up to 100 ms.

The opposite limit is $\delta_-=0$, reached at $\nu_I-\nu_K=J_{IS}/2=70$ Hz. Then $d_-=\cos\pi Jt_1$, while $\delta_+=140$ Hz is still large, so that
\begin{equation}
f\approx\tfrac12(1+\cos\pi Jt_1).
\end{equation}
At 20 ms this gives 0.938, against 0.928 in the simulation. The leading neglected term, from $\mathbf e_+\cdot\mathbf e_-$, is $-\tfrac12(J/\delta_+)\sin(\pi\delta_+t_1)\sin(\pi Jt_1)$, which is $-0.008$ at 20 ms and accounts for most of the difference. At 50 ms the approximation and the simulation both give 0.6545, but agreement this close is accidental. There $\delta_+t_1=7$, so the leading neglected term vanishes, and two smaller corrections of about 0.001, one from $d_+$ and one from $\mathbf e_+\cdot\mathbf e_-$, have opposite signs and nearly cancel. By 100 ms the fraction has fallen to about 0.09. The proton shifts differ by almost nine times $J_{IK}$, which looks like weak coupling, yet HSQC is strongly modulated. The condition to check is that both $|\delta_+|$ and $|\delta_-|$ are large compared with $J_{IK}$. Equation~\eqref{strong} covers only the survival of $2I_zS^+$ during $t_1$ and is not the amplitude of the whole experiment. With strong coupling kept throughout the sequence, the in-phase amplitude at 70 Hz is modulated just as strongly but lies lower, about 0.54 at 50 ms where $f=0.65$. The values used here are collected in the numerical output below.

\section*{Values computed for the example and the checks}
\begin{verbatim}
J_IS = 140 Hz, J_IK = 8 Hz
J_IL = 5 Hz, J_KL = 12 Hz
Delta = 3.5714 ms, 2 Delta = 7.1429 ms
c_K = 0.99597, s_K = 0.08964 (no unit)
c_L = 0.99843, s_L = 0.05607 (no unit)
One passive proton K: in-phase amplitudes (no unit)
  t1 =   0 ms: HMQC  0.98393, HSQC  0.98393
  t1 =  10 ms: HMQC  0.90861, HSQC  0.98393
  t1 =  20 ms: HMQC  0.77620, HSQC  0.98393
  t1 =  40 ms: HMQC  0.37646, HSQC  0.98393
  t1 =  60 ms: HMQC -0.11642, HSQC  0.98393
  t1 =  80 ms: HMQC -0.58050, HSQC  0.98393
First HMQC null: t1 = 55.3571 ms
Passive protons K and L: in-phase amplitudes (no unit)
  t1 =   0 ms: HMQC  0.97774, HSQC 0.97774, purged HSQC 0.98885
  t1 =  20 ms: HMQC  0.70672, HSQC 0.98132, purged HSQC 0.98885
  t1 =  40 ms: HMQC  0.27787, HSQC 0.98835, purged HSQC 0.98885
  t1 =  60 ms: HMQC -0.05746, HSQC 0.99197, purged HSQC 0.98885
  t1 =  80 ms: HMQC -0.11644, HSQC 0.98998, purged HSQC 0.98885
Range (max - min) for t1 = 0 to 100 ms, K and L (no unit)
  HMQC 1.10956, HSQC 0.01425, purged HSQC 0.00000
HMQC, only I inverted, t1 = 40 ms: 1.00000 (no unit)
2D data: 64 x 64 points, 0.5 s per axis
Peak heights (no unit) at F2 offsets -J_IK/2, +J_IK/2
  HMQC, cos + i sin
    F1 offset   -4 Hz: 0.500, 0.000
    F1 offset    0 Hz: 0.000, 0.000
    F1 offset    4 Hz: 0.000, 0.500
  HMQC, cos - i sin
    F1 offset   -4 Hz: 0.000, 0.500
    F1 offset    0 Hz: 0.000, 0.000
    F1 offset    4 Hz: 0.500, 0.000
  HSQC, cos + i sin
    F1 offset   -4 Hz: 0.000, 0.000
    F1 offset    0 Hz: 0.500, 0.500
    F1 offset    4 Hz: 0.000, 0.000
Strong coupling: surviving 2IzS+ fraction in HSQC (no unit)
  nu_I - nu_K = 900 Hz: t1 = 20 ms 0.99986, 50 ms 0.99992
  nu_I - nu_K = 70 Hz: t1 = 20 ms 0.92764, 50 ms 0.65448
Minimum for t1 = 0 to 100 ms: 0.99968 at 900 Hz, 0.09429 at 70 Hz
\end{verbatim}
